# Powder lineshape of a nonaxial shielding tensor: test program

```python
"""
Powder lineshape of a nonaxial shielding tensor (static, isolated spins 1/2).
Result under test: for principal shieldings a < b < c, the density of
s = n.sigma.n over uniformly distributed directions n is
  b < s <= c : K(m) / (pi sqrt((c-b)(s-a))),  m = (b-a)(c-s)/((c-b)(s-a))
  a <= s < b : K(m) / (pi sqrt((b-a)(c-s))),  m = (c-b)(s-a)/((b-a)(c-s))
K is the complete elliptic integral of the first kind, m its parameter
(modulus squared). There are finite steps at a and c, a logarithm at b.
The resonance frequency is larmor*(1-s). Shieldings are in ppm.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import ellipk

a, b, c = 20.0, 80.0, 240.0      # principal shieldings, ppm
larmor_mhz = 100.0               # bare Larmor frequency, MHz
khz_per_ppm = larmor_mhz * 1e-3


def parameter(s):
    ratio = (b - a) * (c - s) / ((c - b) * (s - a)) if s > b else \
        (c - b) * (s - a) / ((b - a) * (c - s))
    return ratio


def lineshape(s):
    scale = (c - b) * (s - a) if s > b else (b - a) * (c - s)
    return ellipk(parameter(s)) / (np.pi * np.sqrt(scale))


def fraction_below(s, lo=a, mid=b, hi=c):
    """Solid-angle fraction with n.sigma.n < s, from geometry alone."""
    phi_max = np.pi / 2
    if s < mid:
        phi_max = np.arcsin(np.sqrt((s - lo) / (mid - lo)))

    def u_limit(phi):
        g = lo * np.cos(phi)**2 + mid * np.sin(phi)**2
        return np.sqrt(max(s - g, 0.0) / (hi - g))
    area = quad(u_limit, 0, phi_max, epsabs=1e-12, epsrel=1e-11, limit=400)[0]
    return 2 / np.pi * area


def geometric_density(s, lo=a, mid=b, hi=c, h=0.1):
    return (fraction_below(s + h, lo, mid, hi)
            - fraction_below(s - h, lo, mid, hi)) / (2 * h)


def integrate_line(weight):
    return sum(quad(lambda s: weight(s) * lineshape(s), p, q,
                    epsabs=1e-10, limit=200)[0] for p, q in ((a, b), (b, c)))


# --- Spin Hamiltonian: first-order frequency and second-order remainder
rng = np.random.default_rng(5)
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
small = 1e-3
for _ in range(5):
    tensor = rng.uniform(-1, 1, (3, 3))      # includes antisymmetric part
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    field = (np.eye(3) - small * tensor) @ n
    levels = np.linalg.eigvalsh(-np.einsum('i,ijk->jk', field, spin))
    first = n @ tensor @ n
    remainder = (levels[1] - levels[0] - 1 + small * first) / small**2
    second = 0.5 * (np.sum((tensor @ n)**2) - first**2)
    # the next order is smaller by one power of the scale 1e-3
    assert abs(remainder - second) < 1e-2

# --- Algebraic identity linking the two branches
A_, B_, C_, S_ = sp.symbols('a b c s')
assert sp.expand((C_ - B_) * (S_ - A_) - (C_ - A_) * (S_ - B_)
                 - (B_ - A_) * (C_ - S_)) == 0

# --- Pointwise: derivative of the solid-angle fraction, and tangent integral
for s in (40.0, 50.0, 60.0, 110.0, 160.0, 210.0):
    assert abs(geometric_density(s) / lineshape(s) - 1) < 5e-5
    t_max = np.inf if s > b else np.sqrt((s - a) / (b - s))
    t_integral = quad(lambda t: 1 / np.sqrt(
        ((c - a) + (c - b) * t * t) * ((s - a) + (s - b) * t * t)),
        0, t_max, limit=200)[0] / np.pi
    assert abs(t_integral / lineshape(s) - 1) < 1e-6

# --- Direct count of orientations on one octant of the sphere
N = 2000
u = ((np.arange(N) + 0.5) / N)[:, None]
phi = ((np.arange(N) + 0.5) / N * np.pi / 2)[None, :]
x2 = (1 - u**2) * np.cos(phi)**2
y2 = (1 - u**2) * np.sin(phi)**2
z2 = u**2 + 0 * phi
s_grid = a * x2 + b * y2 + c * z2
edges = np.linspace(a, c, 12)
counted = np.histogram(s_grid, bins=edges)[0] / N**2
from_formula = np.array([quad(lineshape, p, q, limit=200)[0]
                         for p, q in zip(edges[:-1], edges[1:])])
bin_error = np.max(np.abs(counted - from_formula))
assert bin_error < 3e-4          # finite orientation grid

# --- Second-order shift: largest value over all orientations
second_grid = 0.5 * (a*a*x2 + b*b*y2 + c*c*z2 - s_grid**2)
second_max = (c - a)**2 / 8
assert abs(second_grid.max() / second_max - 1) < 1e-3
second_ppm = second_max * 1e-6

# --- Steps at the outer principal values
step_a = 1 / (2 * np.sqrt((c - a) * (b - a)))
step_c = 1 / (2 * np.sqrt((c - a) * (c - b)))
eps = 0.01
assert abs(fraction_below(a + eps) / eps / step_a - 1) < 1e-3
assert abs((1 - fraction_below(c - eps)) / eps / step_c - 1) < 1e-3

# --- Logarithm at the middle value, tested through solid angles
log_scale = 16 * (b - a) * (c - b) / (c - a)
log_factor = 1 / (2 * np.pi * np.sqrt((b - a) * (c - b)))


def logarithm(distance):
    return log_factor * np.log(log_scale / distance)


def window_mean(h):
    return log_factor * (np.log(log_scale / h) + 1)


for h in (0.05, 0.5):
    band = (fraction_below(b + h) - fraction_below(b - h)) / (2 * h)
    assert abs(band / window_mean(h) - 1) < 5e-4
for side in (-1, 1):
    assert abs(lineshape(b + side * 1e-3) / logarithm(1e-3) - 1) < 1e-4

# --- Its cause: without caps around axis 2 the density at b is finite
cap_deg = 20.0
cap = np.radians(cap_deg)
half = 0.5
outside = (np.abs(s_grid - b) < half) & (y2 < np.cos(cap)**2)
cap_count = np.count_nonzero(outside) / N**2 / (2 * half)
cap_formula = 2 * log_factor * np.log(1 / np.tan(cap / 2))
assert abs(cap_count / cap_formula - 1) < 0.02   # finite band and grid

# --- Fraction above b, area, mean and variance
above = 2 / np.pi * np.arctan(np.sqrt((c - b) / (b - a)))
assert abs(np.mean(s_grid > b) - above) < 3e-4
assert abs(quad(lineshape, b, c, limit=200)[0] - above) < 1e-7
area = integrate_line(lambda s: 1.0)
mean = integrate_line(lambda s: s)
variance = integrate_line(lambda s: (s - mean)**2)
iso = (a + b + c) / 3
variance_formula = 2 / 15 * sum((v - iso)**2 for v in (a, b, c))
assert abs(area - 1) < 1e-7
assert abs(mean - iso) < 1e-5
assert abs(variance / variance_formula - 1) < 1e-6

# --- Axial limits, from geometry with two equal principal values
for s in (80.0, 130.0, 180.0):
    low_pair = 1 / (2 * np.sqrt((c - a) * (s - a)))
    high_pair = 1 / (2 * np.sqrt((c - a) * (c - s)))
    assert abs(geometric_density(s, a, a, c) / low_pair - 1) < 5e-5
    assert abs(geometric_density(s, a, c, c) / high_pair - 1) < 5e-5

# --- Worked example
print(f"bare Larmor frequency: {larmor_mhz:.1f} MHz")
for name, value in (("a", a), ("b", b), ("c", c)):
    print(f"{name} = {value:.1f} ppm, offset {-value*khz_per_ppm:.2f} kHz")
print(f"total width: {c-a:.1f} ppm = {(c-a)*khz_per_ppm:.2f} kHz")
print(f"largest second-order shift: {second_ppm:.5f} ppm")
print(f"the same in frequency: {second_ppm*khz_per_ppm*1e3:.3f} Hz")
print(f"step at a: {step_a:.6f} /ppm = {step_a/khz_per_ppm:.5f} /kHz")
print(f"step at c: {step_c:.6f} /ppm = {step_c/khz_per_ppm:.5f} /kHz")
print(f"ratio of steps a/c: {step_a/step_c:.4f}")
print("s (ppm), parameter m, K(m), density (1/ppm):")
for s in (20.0, 40.0, 50.0, 60.0, 79.0, 81.0, 110.0, 160.0, 210.0, 240.0):
    m = parameter(s)
    print(f"{s:6.1f} {m:9.5f} {ellipk(m):9.5f} {lineshape(s):10.6f}")
print(f"log prefactor: {log_factor:.6f} /ppm")
print(f"log scale A: {log_scale:.2f} ppm")
print("distance d (ppm), P(b-d), P(b+d), logarithm (1/ppm):")
for d in (10.0, 1.0, 0.1, 0.01):
    print(f"{d:6.2f} {lineshape(b-d):10.6f} {lineshape(b+d):10.6f}"
          f" {logarithm(d):10.6f}")
print(f"rise per decade: {log_factor*np.log(10):.6f} /ppm")
print(f"mean density in b +- 0.5 ppm: {band:.6f} /ppm")
print(f"same from logarithm: {window_mean(0.5):.6f} /ppm")
print(f"cap half-angle: {cap_deg:.1f} degrees")
print(f"density at b without caps, formula: {cap_formula:.6f} /ppm")
print(f"density at b without caps, counted: {cap_count:.6f} /ppm")
print(f"fraction of spins with s > b: {above:.5f}")
print(f"area under formula: {area:.8f}")
print(f"mean shielding: {mean:.4f} ppm")
print(f"variance: {variance:.3f} ppm^2")
print(f"rms width: {np.sqrt(variance):.4f} ppm")
print(f"orientations counted: {N**2}")
print(f"largest bin-fraction error: {bin_error:.1e}")
print("finished without a failed check")
```

It prints:

```
bare Larmor frequency: 100.0 MHz
a = 20.0 ppm, offset -2.00 kHz
b = 80.0 ppm, offset -8.00 kHz
c = 240.0 ppm, offset -24.00 kHz
total width: 220.0 ppm = 22.00 kHz
largest second-order shift: 0.00605 ppm
the same in frequency: 0.605 Hz
step at a: 0.004352 /ppm = 0.04352 /kHz
step at c: 0.002665 /ppm = 0.02665 /kHz
ratio of steps a/c: 1.6330
s (ppm), parameter m, K(m), density (1/ppm):
  20.0   0.00000   1.57080   0.004352
  40.0   0.26667   1.69489   0.004925
  50.0   0.42105   1.79241   0.005344
  60.0   0.59259   1.94164   0.005947
  79.0   0.97723   3.29048   0.010657
  81.0   0.97746   3.29552   0.010618
 110.0   0.54167   1.89108   0.005016
 160.0   0.21429   1.66690   0.003545
 210.0   0.05921   1.59486   0.002912
 240.0   0.00000   1.57080   0.002665
log prefactor: 0.001624 /ppm
log scale A: 698.18 ppm
distance d (ppm), P(b-d), P(b+d), logarithm (1/ppm):
 10.00   0.007006   0.006814   0.006897
  1.00   0.010657   0.010618   0.010637
  0.10   0.014380   0.014374   0.014377
  0.01   0.018118   0.018117   0.018118
rise per decade: 0.003740 /ppm
mean density in b +- 0.5 ppm: 0.013387 /ppm
same from logarithm: 0.013387 /ppm
cap half-angle: 20.0 degrees
density at b without caps, formula: 0.005638 /ppm
density at b without caps, counted: 0.005638 /ppm
fraction of spins with s > b: 0.65020
area under formula: 1.00000000
mean shielding: 113.3333 ppm
variance: 3448.889 ppm^2
rms width: 58.7272 ppm
orientations counted: 4000000
largest bin-fraction error: 8.0e-06
finished without a failed check
```
